# Conduction Loss While a Transistor Recovers from Current Collapse

## Problem

A gallium nitride power transistor is switched on after blocking a high voltage. Electrons trapped during the blocking interval repel channel electrons, so the on-resistance starts 50 percent above its trap-free value $R_0$. This excess decays with a lifetime $\tau=10$ µs. The external circuit holds the current at $I=20$ A for a pulse of length $t_p=5$ µs, and $R_0=50$ mΩ.

(a) Starting from the emission of trapped electrons, find $R(t)$. State what must be assumed about the link between trapped charge and resistance.

(b) By what percentage does the conduction loss over the pulse exceed its trap-free value? Find both losses in µJ.

(c) Check the answer by a bracket that needs no integration, and find the limits of very short and very long pulses.

(d) What changes if the voltage, instead of the current, is held constant?

(e) Estimate how far the answer moves when the resistance law, the spread of lifetimes, the temperature or the field dependence of emission differs from the simple model.

Switching loss is not counted. Traps are full at the start and do not refill during the pulse. In (a) to (d), $R_0$ and $\tau$ are constant and the channel is ohmic.

## Solution

### (a) From trapped electrons to resistance

Let $n(t)$ be the number of trapped electrons. If each has the same probability per unit time $1/\tau$ of escaping, and none is recaptured, then

$$\frac{dn}{dt}=-\frac{n}{\tau}.$$

Dividing by $n$ and integrating from $0$ to $t$ gives $\ln[n(t)/n(0)]=-t/\tau$, so $n(t)=n(0)e^{-t/\tau}$.

The resistance needs a second assumption: its excess over $R_0$ is proportional to $n$. This is a linear response, natural when the trapped charge removes a small part of the channel charge. With $A=0.5$ for the initial fractional excess,

$$R(t)=R_0\left(1+Ae^{-t/\tau}\right).$$

The "lifetime" in the problem is thus the time in which the excess resistance falls by a factor $e$. The resistance starts at $75.0$ mΩ. At the end of the pulse $e^{-1/2}=0.6065$, so it is $50(1+0.5\times0.6065)=65.2$ mΩ, still 30.3 percent high.

### (b) The loss over the pulse

The instantaneous power is $I^2R(t)$. Because $I$ is constant, it comes outside the integral:

$$W=I^2\int_0^{t_p}R(t)\,dt
=I^2R_0\left[t_p+A\int_0^{t_p}e^{-t/\tau}dt\right].$$

The remaining integral is

$$\int_0^{t_p}e^{-t/\tau}dt=\left[-\tau e^{-t/\tau}\right]_0^{t_p}
=\tau\left(1-e^{-t_p/\tau}\right).$$

The trap-free loss at the same current is $W_0=I^2R_0t_p$. Dividing by it, and writing $x=t_p/\tau$, gives

$$\boxed{\frac{W}{W_0}=1+A\,\frac{1-e^{-x}}{x}}.$$

These relations have the same form in atomic units and in the engineering units used for the numbers.

Here $x=1/2$, so $A/x=1$ and

$$\frac{W}{W_0}-1=1-e^{-1/2}=0.3935.$$

The loss is **about 39 percent above its trap-free value**. Since $1\ \mathrm{A^2\,m\Omega\,\mu s}=10^{-3}$ µJ,

$$W_0=20^2\times50\times5\times10^{-3}=100\ \text{µJ},\qquad
W=1.3935\times100=139.35\ \text{µJ}.$$

The extra loss is $39.35$ µJ, or $2.456\times10^{14}$ eV. Numerical integration of the two rate equations $dn/dt=-n/\tau$ and $dW/dt=I^2R$ gives the same ratio, 1.39347.

The quantity $1-e^{-1/2}$ is also the fraction of trapped electrons that escape during the pulse. It equals the percentage excess here because $A\tau=t_p$; for other values the two differ.

### (c) A bracket and two limits

The excess $Ae^{-t/\tau}$ has a positive second derivative, so its graph is convex. It lies above its tangent at the middle of the pulse and below the chord joining its end points. The average of the tangent line is its midpoint value, and the average of the chord is the mean of the end values. Therefore

$$Ae^{-x/2}<A\frac{1-e^{-x}}{x}<\frac{A(1+e^{-x})}{2}.$$

For this pulse the bounds are 38.94 and 40.16 percent, and 39.35 percent lies between them. The initial 50 percent and the final 30 percent are not themselves the energy penalty, which is the time average of the excess.

For $x\ll1$, $e^{-x}=1-x+x^2/2-\cdots$, and

$$A\frac{1-e^{-x}}{x}=A\left(1-\frac{x}{2}+\cdots\right)\longrightarrow A.$$

A very short pulse ends before the resistance can recover, so it suffers the full 50 percent penalty. For $x\gg1$ the exponential is negligible, and the fractional excess tends to $A/x=A\tau/t_p$.

The extra energy itself is

$$W-W_0=I^2R_0A\tau\left(1-e^{-t_p/\tau}\right).$$

With $I$, $R_0$, $A$ and $\tau$ fixed, it grows with pulse length towards $I^2R_0A\tau=100$ µJ. A longer pulse therefore has a smaller percentage penalty but a larger extra energy.

### (d) Constant voltage

Suppose the voltage across the device is held at $V=IR_0=1$ V, its trap-free value in the original pulse. The power is now $V^2/R(t)$. With $u=t/\tau$, the loss relative to its trap-free value is

$$\frac{W_V}{W_{V,0}}=\frac1x\int_0^x\frac{du}{1+Ae^{-u}}
=\frac1x\int_0^x\frac{e^u\,du}{e^u+A}.$$

The numerator is the derivative of the denominator, so

$$\frac{W_V}{W_{V,0}}=\frac1x\ln\frac{e^x+A}{1+A}=0.719.$$

The loss is 28 percent below its trap-free value, because the higher resistance reduces the current. The condition of constant current therefore fixes even the sign of the effect.

### (e) How far the answer can move

**Resistance set by the remaining charge.** Suppose the trapped charge uniformly depletes the whole channel and the mobility is fixed. Resistance is then inversely proportional to the remaining channel charge. If a fraction $f$ is trapped initially,

$$R(t)=\frac{R_0}{1-fe^{-t/\tau}}.$$

The starting value requires $1/(1-f)=1+A$, hence $f=A/(1+A)=1/3$. This is not a small fraction, so the linear law in (a) deserves a check. The fractional excess is

$$g(u)=\frac{1}{1-fe^{-u}}-1=\frac{fe^{-u}}{1-fe^{-u}}.$$

Since $g$ is the derivative of $\ln(1-fe^{-u})$, its average is

$$\frac1x\int_0^x g\,du=\frac1x\ln\frac{1-fe^{-x}}{1-f}=35.9\text{ percent}.$$

The answer falls because $dg/du=-g(1+g)$: at every moment the excess resistance loses a larger fraction per unit time than the trapped charge does, and the difference is greatest at the start. If 10 µs describes the charge rather than the resistance, the penalty is about 36 percent in this model.

**A spread of lifetimes.** A simple representation is the stretched decay $e^{-\sqrt{t/\tau}}$, with $\tau$ still the time to fall by a factor $e$. Put $u=t/\tau$ and $y=\sqrt u$, so $du=2y\,dy$:

$$\frac{A}{x}\int_0^x e^{-\sqrt u}\,du
=\frac{2A}{x}\int_0^{\sqrt x}ye^{-y}\,dy.$$

Since $-(1+y)e^{-y}$ has derivative $ye^{-y}$, this becomes

$$\frac{2A}{x}\left[1-(1+\sqrt x)e^{-\sqrt x}\right]=31.7\text{ percent}.$$

For $0<u<1$, $\sqrt u>u$, so the stretched decay lies below the simple exponential throughout this pulse. At times beyond $\tau$ the order reverses.

**Temperature of use.** Let the trap lie an energy $E_t$ below the conduction band. In equilibrium, capture balances emission. For trap occupation $p$, free-electron density $n_c$, capture cross-section $\sigma$ and mean thermal speed $v$,

$$\frac{p}{\tau}=\sigma v n_c(1-p).$$

Take one state per trap, without extra degeneracy factors. Fermi statistics give $(1-p)/p=e^{(E_{\rm trap}-E_F)/k_BT}$. For a dilute electron gas, $n_c=N_ce^{-(E_c-E_F)/k_BT}$, where $E_c$ is the band edge and $N_c$ its effective density of states. The Fermi energy $E_F$ cancels:

$$\frac1\tau=\sigma vN_c e^{-E_t/k_BT},\qquad E_t=E_c-E_{\rm trap}.$$

For a parabolic band of mass $m$, $v=\sqrt{8k_BT/\pi m}$ and $N_c=2(2\pi mk_BT/h^2)^{3/2}$, so $vN_c\propto T^2$. With $m$ equal to 0.20 free-electron masses and $\sigma=10^{-15}$ cm², a lifetime of 10 µs at 300 K corresponds to $E_t\approx0.34$ eV.

At 375 K, with $E_t$ and $\sigma$ fixed, the lifetime is only about 0.46 µs. The boxed formula then gives a penalty of 4.6 percent if the initial excess is still 50 percent. For this cross-section it is by far the largest shift among the estimates in part (e), but its size depends on $\sigma$, which the 10 µs lifetime does not fix. Each factor of 100 less in $\sigma$ lowers the inferred depth by $k_BT\ln100=0.12$ eV, and the penalty at 375 K becomes about 11 percent for $\sigma=10^{-17}$ cm² and about 24 percent for $10^{-19}$ cm². The 39 percent result therefore requires that 10 µs be the lifetime at the temperature of use.

**Heating within the pulse.** Take a rough specific on-resistance of 3 mΩ cm². The active area is $3/50=0.060$ cm². The initial power is $20^2\times0.075=30$ W, so the heat flux is $q=500$ W/cm².

Model the substrate as a deep half-space with thermal conductivity $\kappa$ and heat capacity $c$ per volume. Heat $Q$ per area, released at the surface at time zero, spreads as

$$\Delta T(z,t)=\frac{Q}{c\sqrt{\pi Dt}}e^{-z^2/4Dt},\qquad D=\frac{\kappa}{c}.$$

This solves the diffusion equation, has no flux through $z=0$ after release, and contains heat $Q$. Its surface value is $Q/\sqrt{\pi\kappa ct}$. Adding the contributions $q\,dt'$ of a constant flux gives

$$\Delta T=\int_0^t\frac{q\,dt'}{\sqrt{\pi\kappa c(t-t')}}
=2q\sqrt{\frac{t}{\pi\kappa c}}.$$

For rough silicon values, $\kappa=1.5$ W/(cm K) and $c\approx1.7$ J/(cm³ K), the rise after 5 µs is 0.8 K. Take this as the rise of the channel too, which leaves out the extra rise across the nitride layers and their interface with the silicon. If channel resistance varies as $T^{2.3}$, it increases by 0.6 percent. The trap lifetime falls to 9.6 µs; using that value throughout changes the penalty from 39.35 to 38.98 percent. This change counts only the shorter lifetime; the higher resistance of the warmer channel adds to the total loss and so acts the other way. Heating during one pulse is thus a small correction in this model. Heat accumulated over many pulses is a different matter and enters through the temperature of use.

**Emission assisted by tunnelling.** Trapped charge produces a field that can help electrons escape. Consider a trap that is neutral when empty, so the departing electron feels no Coulomb attraction. In atomic units, let $F$ be the field, $m$ the electron mass and $\theta=k_BT$. An electron can be raised thermally to an energy $\varepsilon$ below the band edge and then tunnel through the triangular barrier $\varepsilon-Fz$. The semiclassical tunnelling exponent is

$$2\int_0^{\varepsilon/F}\sqrt{2m(\varepsilon-Fz)}\,dz
=\frac{4\sqrt{2m}}{3F}\varepsilon^{3/2}.$$

The thermal step is shorter by $\varepsilon$, which gains a factor $e^{\varepsilon/\theta}$. Without prefactors, the logarithm of the rate enhancement is

$$G(\varepsilon)=\frac{\varepsilon}{\theta}-\frac{4\sqrt{2m}}{3F}\varepsilon^{3/2}.$$

Setting $G'(\varepsilon)=1/\theta-2\sqrt{2m\varepsilon}/F=0$ gives $\varepsilon_*=F^2/(8m\theta^2)$. The second derivative is negative, so this is a maximum. At this point the tunnelling term equals $2\varepsilon_*/(3\theta)$, leaving

$$a=G(\varepsilon_*)=\frac{\varepsilon_*}{3\theta}=\frac{F^2}{24m\theta^3}.$$

For a rough channel density of $8\times10^{12}$ cm⁻², one third trapped is $2.67\times10^{12}$ cm⁻². Treat this charge as a sheet facing its opposite charge in the channel. With relative permittivity 9, Gauss's law gives a field of 0.54 MV/cm. At 300 K, $a\approx2.6$ and $\varepsilon_*\approx0.2$ eV, which is less than the estimated trap depth, as the derivation requires. That depth was inferred from thermal emission alone; allowing for tunnelling at the same initial lifetime would make the inferred depth larger.

Let $s=n(t)/n(0)$. Count only the field of the trapped sheet, leaving out any built-in field such as that of an AlGaN barrier. The field is then proportional to $s$, so the rate exponent becomes $as^2$. Keeping the initial lifetime at 10 µs gives

$$\frac{ds}{dt}=-\frac{s}{\tau}e^{a(s^2-1)}.$$

Emission slows as the charge leaves. With the field dependence of the prefactor left out, numerical solution leaves 77 percent of the charge at the end of the pulse, instead of 61 percent; including it would slow the later emission a little more. With excess resistance still proportional to $s$, the penalty is 43 percent; the inverse-charge law, from which the trapped third was taken, would make it somewhat lower. This is a deliberately strong estimate, since every trap is given the peak field of the sheet. The same slowing would act in a hot device, so the 4.6 percent found at 375 K holds only for purely thermal emission; with this field assistance, and the depth raised by $ak_BT$ so that the initial lifetime at 300 K stays 10 µs, the penalty at 375 K is about 20 percent, and a built-in field would raise it further.

### The model beside a real device

The resistance, current and area are rough values in the regime of a 650 V class gallium nitride transistor on silicon. A 50 percent initial excess represents strong collapse. Over a drift length of 15 µm, the initial 1.5 V drop gives an average field of 0.001 MV/cm, far below a rough breakdown field of 3 MV/cm. The average field in this on-state pulse is thus far too weak to cause breakdown, but an average does not by itself exclude a higher local field where the channel is most depleted.

Real devices can break the assumption of one fixed lifetime. At fixed initial excess, the separate estimates above move the penalty to 32 percent for the chosen spread of lifetimes, 43 percent for strong field-assisted emission, and about 5 percent when a trap with the chosen cross-section that emits by heat alone is taken to 375 K. These are model estimates, not error limits, and they should not be added. For a repeated pulse train, the 39 percent applies to each pulse only if every off interval restores the same initial excess. The full set of values is in the numerical output below.

## Calculated quantities

```
Initial excess resistance: 50.0 %
Recovery lifetime: 10.0 us
Pulse length: 5.0 us
Pulse length / lifetime: 0.500
exp(-pulse/lifetime): 0.60653
Trap-free resistance: 50.0 mOhm
Current: 20.0 A
Initial resistance: 75.00 mOhm
Final resistance: 65.16 mOhm
Final excess resistance: 30.33 %
Trap-free loss: 100.00 uJ
Loss with traps: 139.35 uJ
Extra loss: 39.35 uJ
Extra loss converted: 2.456e+14 eV
Loss ratio: 1.39347
Extra loss, percent: 39.35 %
Midpoint estimate of excess: 38.94 %
End-average estimate of excess: 40.16 %
Constant-voltage loss ratio: 0.7188
Initially trapped channel fraction: 0.3333
Charge-control excess loss: 35.92 %
Stretched-decay excess loss: 31.66 %
Reference temperature: 300.0 K
Hot-device temperature: 375.0 K
Electron mass / free mass: 0.20
Capture cross-section: 1.0e-15 cm2
Effective trap depth: 0.341 eV
Hot-device lifetime: 0.457 us
Hot-device excess loss: 4.57 %
Specific on-resistance: 3.0 mOhm cm2
Active area: 0.060 cm2
Thermal conductivity: 1.50 W/(cm K)
Volumetric heat capacity: 1.66 J/(cm3 K)
Initial power: 30.0 W
Initial heat flux: 500.0 W/cm2
Surface temperature rise: 0.799 K
Resistance temperature exponent: 2.3
Resistance rise from heating: 0.61 %
Lifetime at warmed surface: 9.604 us
Excess using warmed lifetime: 38.98 %
Channel sheet density: 8.00e+12 cm^-2
Relative permittivity: 9.0
Trapped sheet density: 2.667e+12 cm^-2
Peak trap field: 0.536 MV/cm
Tunnelling rate exponent: 2.641
Optimal tunnelling barrier: 0.205 eV
Remaining charge with tunnelling: 0.7677
Excess loss with tunnelling: 42.93 %
Drift length: 15.0 um
Initial on-state voltage: 1.50 V
Average on-state field: 0.00100 MV/cm
Rough breakdown field: 3.0 MV/cm
```
